# Dirac 1s g Factor and Magnetisability of a One-Electron Ion: a numerical check

```python
"""Dirac 1s state of a one-electron ion in a weak uniform magnetic field B.

Results under test (atomic units, x = Z*alpha, gamma = sqrt(1-x^2)):
  g   = (2/3)(1 + 2 gamma)
  chi = -(1/(2 Z^2)) (1 - (4/3) x^2 + O(x^4))
  E(m) = E0 + g m B/2 - chi B^2/2,  m = +-1/2.
chi has an s part (kappa=-1, closed form) and a d part (kappa=2).
P, Q are the large and small radial functions; W maps (P,Q) to r(Q,P).
The reference values come from diagonalising the radial Dirac matrix.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh, null_space
from scipy.special import eval_genlaguerre, gammaln, roots_genlaguerre

ALPHA = constants.fine_structure
C = 1.0 / ALPHA
AU_CHI = constants.physical_constants["atomic unit of magnetizability"][0]


def angular_factors():
    """Projections of the field term on s1/2 and d3/2 spinors, m=1/2."""
    pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]],
                      [[1, 0], [0, -1]]], dtype=complex)
    nodes, weights = np.polynomial.legendre.leggauss(12)
    n_phi = 12
    upper = np.zeros(2, complex)
    lower = np.zeros(2, complex)
    total = 0.0
    for ct, wt in zip(nodes, weights):
        st = np.sqrt(1 - ct**2)
        for phi in 2 * np.pi * np.arange(n_phi) / n_phi:
            w = wt * 2 * np.pi / n_phi
            unit = np.array([st * np.cos(phi), st * np.sin(phi), ct])
            turn = np.array([-unit[1], unit[0], 0.0])
            s_r = np.tensordot(unit, pauli, 1)
            s_t = np.tensordot(turn, pauli, 1)
            s_half = np.array([1, 0], complex) / np.sqrt(4 * np.pi)
            y20 = np.sqrt(5 / (16 * np.pi)) * (3 * ct**2 - 1)
            y21 = -np.sqrt(15 / (8 * np.pi)) * st * ct * np.exp(1j * phi)
            d_half = np.array([-np.sqrt(0.4) * y20, np.sqrt(0.6) * y21])
            image = s_t @ (-1j * s_r @ s_half)
            total += w * np.vdot(image, image).real
            for k, spinor in enumerate((s_half, d_half)):
                upper[k] += w * np.vdot(spinor, image)
                lower[k] += w * np.vdot(-1j * s_r @ spinor, s_t @ s_half)
    assert np.allclose(upper, lower, atol=1e-12)
    assert np.allclose(upper.imag, 0, atol=1e-12)
    # these two channels exhaust the image of the ground state
    assert abs(np.sum(abs(upper)**2) - total) < 1e-12
    return upper.real


def polynomials(g, t, size):
    """Orthonormal Laguerre polynomials for weight t^(2g) e^-t, and slopes."""
    u = np.empty((size, len(t)))
    du = np.zeros((size, len(t)))
    for k in range(size):
        norm = np.exp(0.5 * (gammaln(k + 1) - gammaln(k + 2 * g + 1)))
        u[k] = norm * eval_genlaguerre(k, 2 * g, t)
        if k > 0:
            du[k] = -norm * eval_genlaguerre(k - 1, 2 * g + 1, t)
    return u, du


def radial_spectrum(Z, kappa, size):
    """Energies (rest energy removed) and P, Q coefficients; t = 2 Z r."""
    x = Z * ALPHA
    g = np.sqrt(kappa**2 - x**2)
    t, w = roots_genlaguerre(size + 2, 2 * g - 1)
    u, du = polynomials(g, t, size)
    inv_r = 2 * Z * (u * w) @ u.T
    deriv = 2 * Z * (u * w) @ (g * u - t * u / 2 + t * du).T
    one = np.eye(size)
    H = np.block([[-Z * inv_r, C * (-deriv + kappa * inv_r)],
                  [C * (deriv + kappa * inv_r),
                   -2 * C**2 * one - Z * inv_r]])
    # regular solutions have Q/P = (g+kappa)/x at the nucleus
    at_zero = polynomials(g, np.array([0.0]), size)[0][:, 0]
    row = np.concatenate([(g + kappa) * at_zero, -x * at_zero])
    allowed = null_space((row / np.linalg.norm(row))[None, :])
    Hc = allowed.T @ H @ allowed
    energy, vec = eigh((Hc + Hc.T) / 2)
    vec = allowed @ vec
    return g, energy, vec[:size], vec[size:]


def radius_matrix(Z, g1, g2, size):
    t, w = roots_genlaguerre(size + 2, g1 + g2)
    u1 = polynomials(g1, t, size)[0]
    u2 = polynomials(g2, t, size)[0]
    return (u1 * (w * t / (2 * Z))) @ u2.T


A_S, A_D = angular_factors()
assert abs(A_S + 2 / 3) < 1e-12 and abs(A_D**2 - 2 / 9) < 1e-12


def response(Z, size=40):
    """g, s and d parts of chi, and the positive-energy part of chi."""
    gs, es, Ps, Qs = radial_spectrum(Z, -1, size)
    ground = np.where(es > -C**2)[0][0]
    P0, Q0, e0 = Ps[:, ground], Qs[:, ground], es[ground]
    parts, positive = [], 0.0
    lowest_d = None
    for kappa, a in ((-1, A_S), (2, A_D)):
        if kappa == -1:
            gk, ek, Pk, Qk = gs, es, Ps, Qs
        else:
            gk, ek, Pk, Qk = radial_spectrum(Z, kappa, size)
            lowest_d = ek[ek > -C**2][0]
        R = radius_matrix(Z, gk, gs, size)
        element = 0.5 * C * a * (Pk.T @ (R @ Q0) + Qk.T @ (R @ P0))
        keep = np.ones(len(ek), bool)
        if kappa == -1:
            g_factor = 4 * element[ground]
            keep[ground] = False
        terms = -2 * element[keep]**2 / (e0 - ek[keep])
        parts.append(terms.sum())
        positive += terms[ek[keep] > -C**2].sum()
    return dict(g=g_factor, s=parts[0], d=parts[1], chi=sum(parts),
                positive=positive, e0=e0, lowest_d=lowest_d)


def gamma_of(Z):
    return np.sqrt(1 - (Z * ALPHA)**2)


def chi_s_formula(Z):
    q = gamma_of(Z)
    return -(q + 1) * (4 * q**2 - 1) / (18 * Z**2)


def chi_d_formula(Z):
    q = gamma_of(Z)
    return -(1 + q)**2 * (1 + 2 * q) / (72 * Z**2)


def chi_compact(Z):
    q = gamma_of(Z)
    return -(q + 1) * (2 * q + 1) * (3 * q - 1) / (24 * Z**2)


# The s-channel response function satisfies the radial equations (Z=1, c=1/x).
r = sp.symbols("r", positive=True)
for q, x in ((sp.Rational(3, 5), sp.Rational(4, 5)),
             (sp.Rational(12, 13), sp.Rational(5, 13))):
    c, b = 1 / x, x / (1 + q)
    P0 = r**q * sp.exp(-r)
    Q0 = -b * P0
    p1 = x * (1 - q) * (3 + 2 * q) / 2
    P1, Q1 = r * p1 * P0, r * b * (x - p1) * P0
    density = sp.integrate(r**(2 * q) * sp.exp(-2 * r), (r, 0, sp.oo))
    moment = sp.integrate(r**(2 * q + 1) * sp.exp(-2 * r), (r, 0, sp.oo))
    mean_W = sp.gammasimp(-2 * b * moment / ((1 + b**2) * density))
    res1 = ((c**2 * (1 - q) - 1 / r) * P1 - c * (sp.diff(Q1, r) + Q1 / r)
            + r * Q0 - mean_W * P0)
    res2 = (c * (sp.diff(P1, r) - P1 / r) - (c**2 * (1 + q) + 1 / r) * Q1
            + r * P0 - mean_W * Q0)
    for res in (res1, res2):
        for point in (sp.Rational(1, 3), sp.Integer(2)):
            assert abs(sp.N((res / P0).subs(r, point), 30)) < 1e-20

data = {Z: response(Z) for Z in (1, 5, 10, 20, 50, 80)}
for Z, v in data.items():
    q = gamma_of(Z)
    assert abs(v["e0"] / (C**2 * (q - 1)) - 1) < 1e-7
    assert abs(v["g"] / (2 / 3 * (1 + 2 * q)) - 1) < 1e-8
    assert abs(v["s"] / chi_s_formula(Z) - 1) < 1e-7
    # lowest kappa=2 level must be 3d3/2: no spurious state below it
    ratio = Z * ALPHA / (1 + np.sqrt(4 - (Z * ALPHA)**2))
    e3d = C**2 * (1 / np.sqrt(1 + ratio**2) - 1)
    assert abs(v["lowest_d"] / e3d - 1) < 1e-6

# Basis convergence at the heaviest ion
change = abs(response(80, 30)["chi"] / data[80]["chi"] - 1)
assert change < 1e-5

# Leading coefficients by extrapolation to x = 0
x5, x10 = 5 * ALPHA, 10 * ALPHA
k5 = (1 + 2 * 25 * data[5]["chi"]) / x5**2
k10 = (1 + 2 * 100 * data[10]["chi"]) / x10**2
k_chi = (4 * k5 - k10) / 3
h5 = (1 - data[5]["g"] / 2) / x5**2
h10 = (1 - data[10]["g"] / 2) / x10**2
k_g = (4 * h5 - h10) / 3
assert abs(k_chi - 4 / 3) < 1e-4
assert abs(k_g - 1 / 3) < 1e-4

# Orders of the d-channel error and of the positive-energy part: x^4
d_error = {Z: data[Z]["d"] / chi_d_formula(Z) - 1 for Z in (10, 20)}
share = {Z: data[Z]["positive"] / data[Z]["chi"] for Z in (10, 20)}
growth_d = d_error[20] / d_error[10]
growth_share = share[20] / share[10]
assert 12 < growth_d < 20
assert 12 < growth_share < 20
assert share[10] < 0 and share[20] < 0

Z = 20
v = data[Z]
x = Z * ALPHA
nonrel = -1 / (2 * Z**2)
two_term = nonrel * (1 - 4 / 3 * x**2)
print(f"speed of light c = {C:.6f} a.u.")
print(f"atomic unit of magnetisability = {AU_CHI:.6e} J/T^2")
print(f"angular factor, s channel = {A_S:.6f}")
print(f"angular factor squared, d channel = {A_D**2:.6f}")
print(f"extrapolated x^2 coefficient in 1-g/2 = {k_g:.5f}")
print(f"extrapolated x^2 coefficient in 1-chi/chi_nr = {k_chi:.5f}")
print("Worked example: one-electron calcium ion, Z = 20")
print(f"x = Z alpha = {x:.6f}")
print(f"x^2 = {x**2:.6f}")
print(f"gamma = {gamma_of(Z):.6f}")
print(f"g, matrix = {v['g']:.6f}")
print(f"g, formula = {2 / 3 * (1 + 2 * gamma_of(Z)):.6f}")
print(f"g, expansion 2(1-x^2/3) = {2 * (1 - x**2 / 3):.6f}")
print(f"chi s part, matrix = {v['s']:.6e} a.u.")
print(f"chi s part, formula = {chi_s_formula(Z):.6e} a.u.")
print(f"chi d part, matrix = {v['d']:.6e} a.u.")
print(f"chi d part, approximate formula = {chi_d_formula(Z):.6e} a.u.")
print(f"chi total, matrix = {v['chi']:.6e} a.u.")
print(f"chi total, matrix = {v['chi'] * AU_CHI:.5e} J/T^2")
print(f"chi total, compact formula = {chi_compact(Z):.6e} a.u.")
print(f"chi nonrelativistic = {nonrel:.6e} a.u.")
print(f"chi two-term expansion = {two_term:.6e} a.u.")
print(f"positive-energy part / total chi, Z=20 = {share[20]:.3e}")
print(f"growth of that ratio from Z=10 to 20 = {growth_share:.2f}")
print(f"relative d-formula error, Z=20 = {d_error[20]:.3e}")
print(f"growth of d-formula error, Z=10 to 20 = {growth_d:.2f}")
print("Z, g, then chi/chi_nr: matrix, compact, 1-(4/3)x^2")
for Z in (1, 20, 50, 80):
    scale = -2 * Z**2
    print(f"{Z:3d} {data[Z]['g']:.6f} {scale * data[Z]['chi']:.6f} "
          f"{scale * chi_compact(Z):.6f} {1 - 4 / 3 * (Z * ALPHA)**2:.6f}")
print(f"relative basis change of chi, Z=80, 30 to 40 = {change:.1e}")
print("tests ok")
```

Output:

```
speed of light c = 137.035999 a.u.
atomic unit of magnetisability = 7.891037e-29 J/T^2
angular factor, s channel = -0.666667
angular factor squared, d channel = 0.222222
extrapolated x^2 coefficient in 1-g/2 = 0.33333
extrapolated x^2 coefficient in 1-chi/chi_nr = 1.33333
Worked example: one-electron calcium ion, Z = 20
x = Z alpha = 0.145947
x^2 = 0.021301
gamma = 0.989292
g, matrix = 1.985723
g, formula = 1.985723
g, expansion 2(1-x^2/3) = 1.985800
chi s part, matrix = -8.053313e-04 a.u.
chi s part, formula = -8.053313e-04 a.u.
chi d part, matrix = -4.092761e-04 a.u.
chi d part, approximate formula = -4.092745e-04 a.u.
chi total, matrix = -1.214607e-03 a.u.
chi total, matrix = -9.58451e-32 J/T^2
chi total, compact formula = -1.214606e-03 a.u.
chi nonrelativistic = -1.250000e-03 a.u.
chi two-term expansion = -1.214499e-03 a.u.
positive-energy part / total chi, Z=20 = -2.535e-04
growth of that ratio from Z=10 to 20 = 15.61
relative d-formula error, Z=20 = 3.904e-06
growth of d-formula error, Z=10 to 20 = 16.21
Z, g, then chi/chi_nr: matrix, compact, 1-(4/3)x^2
  1 1.999964 0.999929 0.999929 0.999929
 20 1.985723 0.971686 0.971685 0.971599
 50 1.908079 0.825946 0.825896 0.822495
 80 1.749208 0.569119 0.568796 0.545588
relative basis change of chi, Z=80, 30 to 40 = 5.5e-11
tests ok
```
